\section*{Finite-Schmidt-number correction to the Levich limiting current}

\section*{Problem}

A metal disk rotates at angular speed $\omega$ in a liquid of kinematic viscosity $\nu$. An ion with diffusivity $D$ and bulk concentration $c_b$ is reduced on it with $n$ electrons, so fast that its concentration at the surface is zero. The current density $j$ is then limited by transport. The Levich formula for $j$ keeps only the leading behaviour of the flow near the disk, which is justified when the Schmidt number $\mathrm{Sc}=\nu/D$ is very large.

\begin{enumerate}
\item[(a)] Reduce the limiting current to a single integral over the full von Karman velocity profile.
\item[(b)] Recover the Levich formula and find its first corrections in powers of $\mathrm{Sc}^{-1/3}$.
\item[(c)] Is the Levich current too high or too low, and by how much at $\mathrm{Sc}=1000$?
\item[(d)] Evaluate both currents for copper deposition with $D=8\times10^{-6}\ \mathrm{cm^2/s}$, $\nu=8\times10^{-3}\ \mathrm{cm^2/s}$, $c_b=0.010$ mol/L, $n=2$ and 1000 rpm. Which neglected effects compete with the correction?
\end{enumerate}

Assume steady laminar flow, a disk wide enough for its rim to be ignored, constant $D$ and $\nu$, and enough inert electrolyte to suppress migration. The current is counted as a positive magnitude.

\section*{Hints}

\begin{enumerate}
\item Measure the height $z$ above the disk in units of $\sqrt{\nu/\omega}$. The axial velocity does not depend on the radius. What does this imply for the concentration?
\item The transport equation is of first order in the concentration gradient.
\item The coefficients of the velocity near the wall follow from differentiating the flow equations at the wall. Two constants must come from a numerical solution.
\item Rescale the height so that the leading exponent becomes $-t^3$. Leave that term in the exponential and expand the rest.
\end{enumerate}

\section*{Solution}

\subsection*{The flow}

Let $\zeta=z\sqrt{\omega/\nu}$ and write
\begin{equation}
v_r=r\omega F(\zeta),\qquad v_\theta=r\omega G(\zeta),\qquad v_z=\sqrt{\nu\omega}\,H(\zeta).
\end{equation}
Since $z$ points into the liquid, flow towards the disk has $H<0$. Incompressibility, $r^{-1}\partial_r(rv_r)+\partial_zv_z=0$, becomes $2\omega F+\omega H'=0$.

The axial momentum equation contains only functions of $z$ besides the pressure gradient, so the pressure is a function of $z$ plus a function of $r$. Far from the disk $v_r$ and $v_\theta$ vanish, and the radial equation there makes the second function constant. The radial equation is therefore
\begin{equation}
v_r\partial_rv_r+v_z\partial_zv_r-\frac{v_\theta^2}{r}
=\nu\left[\partial_r\!\left(\frac1r\partial_r(rv_r)\right)+\partial_z^2v_r\right].
\end{equation}
The first term in the bracket is zero because $v_r\propto r$. The others are $r\omega^2F^2$, $r\omega^2HF'$, $-r\omega^2G^2$ and, on the right, $r\omega^2F''$. In the azimuthal equation, $v_r\partial_rv_\theta$ and $v_rv_\theta/r$ each give $r\omega^2FG$. Hence
\begin{equation}
H'=-2F,\qquad F''=F^2-G^2+HF',\qquad G''=2FG+HG',
\label{eq:flow}
\end{equation}
with $F(0)=H(0)=0$, $G(0)=1$ and $F(\infty)=G(\infty)=0$.

Solving this boundary-value problem by collocation, with the far conditions imposed at $\zeta=20$, gives
\begin{equation}
a\equiv F'(0)=0.510233,\qquad b\equiv G'(0)=-0.615922,
\end{equation}
and $H\to-0.884$ far away.

\subsection*{The velocity near the wall}

From (\ref{eq:flow}), $F''(0)=-G(0)^2=-1$ and $G''(0)=0$. Two further derivatives are
\begin{align}
F'''&=2FF'-2GG'+H'F'+HF'',\\
F''''&=2F'^2+2FF''-2G'^2-2GG''+H''F'+2H'F''+HF'''.
\end{align}
At the wall $F=H=H'=0$, so $F'''(0)=-2b$. Also $H''(0)=-2F'(0)=-2a$, so $F''''(0)=2a^2-2b^2-2a^2=-2b^2$. The Taylor series is
\begin{equation}
F=a\zeta-\frac{\zeta^2}{2}-\frac{b}{3}\zeta^3-\frac{b^2}{12}\zeta^4+\dots
\end{equation}
and integration of $H'=-2F$ gives
\begin{equation}
H=-a\zeta^2+\frac{\zeta^3}{3}+\frac b6\zeta^4+\frac{b^2}{30}\zeta^5+\dots
\label{eq:H}
\end{equation}
The cubic term has a direct meaning. Centrifugal acceleration of the liquid carried round by the disk gives $F''(0)=-1$, so the radial outflow bends below its initial straight line. Less outflow requires less axial inflow to replace it.

\subsection*{(a) The current as an integral}

Neither $v_z$ nor the boundary values of the concentration depend on $r$. A concentration $c(z)$ therefore satisfies the full transport equation: radial convection and radial diffusion vanish identically. What remains is $v_z\,dc/dz=D\,d^2c/dz^2$. With $v_z\,d/dz=\omega H\,d/d\zeta$ and $D\,d^2/dz^2=(D\omega/\nu)\,d^2/d\zeta^2$ it becomes
\begin{equation}
c''=\mathrm{Sc}\,H\,c'.
\end{equation}
Dividing by $c'$ and integrating gives
\begin{equation}
c'(\zeta)=c'(0)\,e^{\mathrm{Sc}\,\Phi(\zeta)},\qquad \Phi(\zeta)=\int_0^\zeta H(s)\,ds.
\end{equation}
A second integration, from $c=0$ at the disk to $c=c_b$ far away, gives $c_b=c'(0)\,I$, where
\begin{equation}
I(\mathrm{Sc})=\int_0^\infty e^{\mathrm{Sc}\,\Phi(\zeta)}\,d\zeta .
\end{equation}
The integral converges because $H$ tends to a negative constant. With $\mathcal F$ the Faraday constant, the current density is
\begin{equation}
j=n\mathcal F D\left.\frac{dc}{dz}\right|_{0}
=\frac{n\mathcal F D c_b}{I(\mathrm{Sc})}\sqrt{\frac{\omega}{\nu}} .
\label{eq:j}
\end{equation}
Thus $I\sqrt{\nu/\omega}$ is the thickness of the equivalent diffusion layer.

\subsection*{(b) The Levich limit and its corrections}

Integrating (\ref{eq:H}),
\begin{equation}
\Phi=-\frac a3\zeta^3+\frac{\zeta^4}{12}+\frac b{30}\zeta^5+\frac{b^2}{180}\zeta^6+\dots
\end{equation}
Set $\zeta=\varepsilon t$ with $\varepsilon=[3/(a\,\mathrm{Sc})]^{1/3}$, which turns the first term of $\mathrm{Sc}\,\Phi$ into $-t^3$. Substituting $\mathrm{Sc}=3/(a\varepsilon^3)$ in the others,
\begin{equation}
\mathrm{Sc}\,\Phi=-t^3+g_1\varepsilon t^4+g_2\varepsilon^2t^5+g_3\varepsilon^3t^6+\dots,
\end{equation}
\begin{equation}
g_1=\frac1{4a}=0.48997,\quad g_2=\frac b{10a}=-0.12071,\quad g_3=\frac{b^2}{60a}=0.01239 .
\end{equation}

The substitution $u=t^3$ gives the integrals needed:
\begin{equation}
M_n=\int_0^\infty t^ne^{-t^3}dt=\frac13\,\Gamma\!\left(\frac{n+1}3\right),\qquad M_0=\Gamma\!\left(\tfrac43\right)=0.892980 .
\end{equation}
At leading order $I_0=\varepsilon M_0$. Inserting this in (\ref{eq:j}) and collecting powers, $D\,\nu^{-1/2}(\nu/D)^{1/3}=D^{2/3}\nu^{-1/6}$, gives the Levich formula
\begin{equation}
j_L=0.620\,n\mathcal F D^{2/3}\nu^{-1/6}\omega^{1/2}c_b,
\label{eq:levich}
\end{equation}
where the prefactor is $1/[M_0(3/a)^{1/3}]=1/(0.892980\times1.80489)=0.62045$.

For the corrections, expand the exponential of the small terms:
\begin{align}
e^{\mathrm{Sc}\Phi}=e^{-t^3}\Big[&1+\varepsilon g_1t^4+\varepsilon^2\Big(g_2t^5+\frac{g_1^2}2t^8\Big)\nonumber\\
&+\varepsilon^3\Big(g_3t^6+g_1g_2t^9+\frac{g_1^3}6t^{12}\Big)+\dots\Big].
\end{align}
The expansion fails for $t$ of order $1/\varepsilon$, where the supposedly small terms rival $t^3$. The integrand there is exponentially small in $\mathrm{Sc}$, so the powers of $\varepsilon$ are unaffected.

By (\ref{eq:j}), $j_L/j=I/I_0$. Since $\varepsilon=(3/a)^{1/3}\mathrm{Sc}^{-1/3}$,
\begin{equation}
\frac{j_L}{j}=1+c_1\mathrm{Sc}^{-1/3}+c_2\mathrm{Sc}^{-2/3}+c_3\mathrm{Sc}^{-1}+\dots
\label{eq:ratio}
\end{equation}
For $c_1$ we need $M_4=\Gamma(5/3)/3=0.300915$:
\begin{equation}
c_1=\left(\frac3a\right)^{1/3}\frac{g_1M_4}{M_0}
=1.80489\times\frac{0.48997\times0.300915}{0.892980}=0.2980 .
\end{equation}
For $c_2$, $M_5=1/3$ and $M_8=2/3$, so
\begin{equation}
c_2=\left(\frac3a\right)^{2/3}\frac{g_2+g_1^2}{3M_0}
=3.2576\times\frac{-0.12071+0.24007}{2.67894}=0.1451 .
\end{equation}
For $c_3$, the recurrence $\Gamma(x+1)=x\Gamma(x)$ gives $M_6/M_0=4/9$, $M_9/M_0=28/27$ and $M_{12}/M_0=280/81$. Hence
\begin{equation}
c_3=\frac3a\left(\frac49g_3+\frac{28}{27}g_1g_2+\frac{140}{243}g_1^3\right)=0.070 .
\end{equation}
The last two terms in the bracket, $-0.0613$ and $+0.0678$, nearly cancel, which makes $c_3$ small.

\subsection*{(c) Sign and size}

The sign can be read from the full profile. Just above the wall the positive cubic term in (\ref{eq:H}) makes the inflow $-H$ smaller than $a\zeta^2$. Far away $-H$ saturates while $a\zeta^2$ grows. The numerical solution shows that $-H<a\zeta^2$ also holds in between. Then $\Phi>-a\zeta^3/3$ at every height, so $I>I_0$ and $j_L>j$. Within this model the Levich current is too high at every Schmidt number.

At $\mathrm{Sc}=1000$, $\mathrm{Sc}^{-1/3}=0.1$ and
\begin{equation}
\frac{j_L}{j}=1+0.02980+0.00145+0.00007=1.0313 .
\end{equation}
Gauss--Legendre quadrature of the full profile gives $I=0.166222$, against $I_0=0.161173$. Their ratio is also $1.0313$. The Levich value lies 3.1\% above the model's current. Referred to the Levich value instead, the current is lower by $1-1/1.0313=3.0\%$.

A correction of this size may seem large for $1/\mathrm{Sc}=0.001$, but the expansion parameter is the cube root. The equivalent diffusion layer reaches to $\zeta=I=0.166$, where the inflow is 0.897 of its leading form. The leading current varies as $a^{1/3}$, so a uniform 10\% loss of inflow would lower it by $1-0.897^{1/3}=3.6\%$. The actual loss varies with height, and the result has the same size.

\subsection*{(d) Copper deposition}

The speed is $\omega=2\pi\times1000/60=104.72$ rad/s, and $c_b=1.0\times10^{-5}\ \mathrm{mol/cm^3}$. In (\ref{eq:levich}), $D^{2/3}=4.00\times10^{-4}$, $\nu^{-1/6}=2.236$ and $\omega^{1/2}=10.233$ in cm and s. Therefore
\begin{align}
j_L&=0.62045\times2\times96485\times4.00\times10^{-4}\times2.236\times10.233\times10^{-5}\ \mathrm{A/cm^2}\nonumber\\
&=10.96\ \mathrm{mA/cm^2},\\
j&=\frac{10.96}{1.0313}\ \mathrm{mA/cm^2}=10.63\ \mathrm{mA/cm^2}.
\end{align}
The unit of length is $\sqrt{\nu/\omega}=87.4\ \mu$m, so the equivalent diffusion layer is $0.1662\times87.4=14.5\ \mu$m thick. The Levich value is $14.1\ \mu$m.

These parameters are rough values for a dilute acid copper sulphate solution near 40~$^\circ$C. With much more copper in the same acid, constant properties and weak migration would be poorer assumptions. An error of 5\% in $D$ moves $j$ by about 3.3\%, so the absolute current is not predicted to 3\%. The ratio $j_L/j$ is much less sensitive, because its correction varies roughly as $D^{1/3}$.

The model also assumes that copper is the sole reactant. Suppose that the solution is saturated with air, with roughly 0.2 mmol/L of oxygen and $D_{\mathrm{O_2}}\approx2.5\times10^{-5}\ \mathrm{cm^2/s}$, and that oxygen is reduced with four electrons at its own limiting rate. The Levich scaling gives its share as
\begin{equation}
\frac{4\times0.2}{2\times10}\left(\frac{2.5\times10^{-5}}{8\times10^{-6}}\right)^{2/3}=0.085 ,
\end{equation}
and the full integral for each species gives 8.4\% of the copper current. This exceeds the correction sought, so the oxygen must be purged or its current subtracted.

Migration can be estimated in a stagnant film containing $S=1.0$ mol/L of acid, treated as $\mathrm{H^+}$ and $\mathrm{HSO_4^-}$. These ions carry no net flux, so $c_+=Se^{-\varphi}$ and $c_-=(S+2c_b)e^{\varphi}$, with $\varphi$ the potential in units of the thermal voltage. When the flux equations of all three ions are added, electroneutrality cancels the migration terms. The copper flux is then $D$ times the gradient of the total ion concentration. At the disk copper is absent and $c_+=c_-=\sqrt{S(S+2c_b)}$. Relative to pure diffusion the flux is
\begin{equation}
\frac{3c_b+2S-2\sqrt{S(S+2c_b)}}{c_b}\simeq1+\frac{c_b}{S},
\end{equation}
a gain of about 1\%, opposite in sign to the finite-Schmidt-number correction. The film gives only the sign and the order of magnitude, because it leaves out convection of the acid ions and their unequal diffusivities. With both included to first order in $c_b/S$, and with $\mathrm{H^+}$ and $\mathrm{HSO_4^-}$ taken to diffuse roughly 13 and 1.9 times as fast as copper, numerical solution of the transport equations for the three ions gives a gain of about 0.6\%. This value assumes that the bisulphate does not dissociate; with complete dissociation to $\mathrm{H^+}$ and $\mathrm{SO_4^{2-}}$, the latter taken to diffuse 1.5 times as fast as copper, the gain falls to about 0.2\%.

Temperature matters too. If $\nu$ falls by roughly 1.8\% per kelvin and $D\propto T/\nu$, then at $T=313$~K one kelvin raises $D$ by about 2.2\%. Recomputing (\ref{eq:j}) gives a current higher by 1.7\%. An error of 2~K thus hides the correction.

The rim is less important if the disk, of radius $R=2.5$ mm, is set flush in a wider insulating face that rotates with it, so that the flow continues undisturbed past its edge. The radial wall shear rate there is $aR\omega\sqrt{\omega/\nu}$, and radial diffusion acts over a length $\ell=(D/\text{shear rate})^{1/2}=0.7\ \mu$m. Its relative effect is of order $2\ell/R=0.06\%$; numerical solution of the convective-diffusion problem at the edge supplies a factor of about 0.68, which gives 0.04\%. The Reynolds number $\omega R^2/\nu=818$ is far below the rough value of $10^5$ at which flow over a smooth disk becomes unstable.

\section*{Variation 1: diffusivity from a measured current}

\emph{The current of part (d) is measured without error and $D$ is extracted with the Levich formula. What is the error, and how is it removed?}

Since $j_L\propto D^{2/3}$, the extracted value is
\begin{equation}
D_L=D\left(\frac{j}{j_L}\right)^{3/2}=\frac{8\times10^{-6}}{1.0313^{3/2}}=7.64\times10^{-6}\ \mathrm{cm^2/s},
\end{equation}
which is 4.5\% below the true $D$. The power $3/2$ enlarges the 3\% error of the current.

To remove the error, multiply $D_L$ by the ratio (\ref{eq:ratio}) to the power $3/2$, with $\mathrm{Sc}$ estimated from $D_L$ itself. Here $\mathrm{Sc}\approx8\times10^{-3}/7.64\times10^{-6}=1047$ and $\mathrm{Sc}^{-1/3}=0.0985$. The ratio is $1+0.0293+0.0014=1.0307$, and
\begin{equation}
D\approx7.64\times10^{-6}\times1.0307^{3/2}=7.99\times10^{-6}\ \mathrm{cm^2/s}.
\end{equation}
One pass brings the error down to about 0.1\%. It works because the correction varies only roughly as the cube root of $D$, so a 4.5\% error in $D$ changes it by about 1.6\% of itself.

\section*{Variation 2: other Schmidt numbers}

\emph{How does the error depend on $\mathrm{Sc}$, and when does it fall to 1\%?}

The table compares quadrature of the full profile with the series cut after $c_1$ and after $c_2$.
\begin{center}
\begin{tabular}{rccc}
$\mathrm{Sc}$ & $j_L/j$, full & through $c_1$ & through $c_2$\\
300 & 1.0480 & 1.0445 & 1.0478\\
1000 & 1.0313 & 1.0298 & 1.0313\\
2000 & 1.0246 & 1.0237 & 1.0246\\
10000 & 1.0142 & 1.0138 & 1.0141
\end{tabular}
\end{center}
A tenfold rise from 1000 to 10000 little more than halves the error, as expected from the factor $10^{-1/3}=0.46$.

For an error of 1\%, put $x=\mathrm{Sc}^{-1/3}$ and solve $0.1451x^2+0.2980x=0.01$. The positive root is
\begin{equation}
x=\frac{-0.2980+\sqrt{0.2980^2+4\times0.1451\times0.01}}{2\times0.1451}=0.0330,
\end{equation}
so $\mathrm{Sc}=x^{-3}\approx2.8\times10^4$. At fixed $D$ this needs a liquid 28 times as viscous as the one in part (d). If instead $D\propto1/\nu$, as assumed there, $\mathrm{Sc}$ grows as $\nu^2$ and a factor $\sqrt{28}\approx5.3$ suffices. In the opposite direction the truncated series loses accuracy as $\mathrm{Sc}$ approaches 1, since its terms no longer fall off quickly. The integral in (\ref{eq:j}) remains valid there, because its derivation did not assume a large Schmidt number.
